# Electric Power from a Hot Diode Radiating to Colder Surroundings, part 1

(Sections cited here and not found follow in the second part.)

## I. Photon exchange, current and sign of the voltage

### A diode that loses more light than it receives

A narrow-gap semiconductor diode is held at temperature $T_h$ by a source of heat and faces black surroundings at a lower temperature $T_c$. If its gap is a few times $kT_h$, thermally excited electrons and holes recombine and emit infrared photons at an appreciable rate. The surroundings return fewer photons of these energies. Radiation therefore removes electron-hole pairs faster than it creates them, and the product of the electron and hole densities tends to fall below its equilibrium value at $T_h$. A circuit can replace the missing carriers. The question is whether the current that does so can deliver work, what voltage accompanies it, and what fixes its size.

A photovoltaic cell is in the opposite situation: it is colder than the source it faces, receives an excess of photons and develops a positive voltage. The hot diode will be found to develop a negative one. Its current is fixed by a difference of photon fluxes if radiation is the sole process that creates and destroys pairs. Nonradiative processes add another term, which is retained below because it can be far larger than the radiative one.

Energies are given in eV, temperatures in K and lengths in cm or $\mu$m. Fluxes and power densities are given per m$^2$ or per cm$^2$, as marked. Atomic units would be unnatural for thermal photon fluxes. In the formulas $q>0$ is the elementary charge, $k$ the Boltzmann constant, $h$ the Planck constant and $c$ the speed of light.

### Occupation of the electronic states

Carriers scatter within each band much faster than they cross the gap. Each band is then described by a Fermi function at the lattice temperature $T_h$, with a quasi-Fermi level $\zeta_n$ for the conduction band and $\zeta_p$ for the valence band. For an upper state of energy $\varepsilon_u$ and a lower state of energy $\varepsilon_l$,

$$f_u=\frac{1}{A+1},\quad f_l=\frac{1}{D+1},\quad A=e^{(\varepsilon_u-\zeta_n)/kT_h},\quad D=e^{(\varepsilon_l-\zeta_p)/kT_h}. \tag{1}$$

The quasi-Fermi splitting is

$$\mu=\zeta_n-\zeta_p . \tag{2}$$

It is taken to be uniform through the emitting layer, which requires carriers to reach the contacts with little loss of electrochemical potential.

Consider a photon mode of energy $E=\varepsilon_u-\varepsilon_l$ containing $N$ photons on average. Emission requires a full upper state and an empty lower state, and its rate is proportional to $1+N$. Absorption requires the reverse occupations and is proportional to $N$. Both have the same coefficient $B$, so the net emission rate is

$$\begin{aligned}
w&=B\left[f_u(1-f_l)(1+N)-f_l(1-f_u)N\right]\\
&=B\left[f_u(1-f_l)+N(f_u-f_uf_l-f_l+f_uf_l)\right]\\
&=B\left[f_u(1-f_l)-N(f_l-f_u)\right].
\end{aligned}\tag{3}$$

From (1), $1-f_l=D/(D+1)$ and $f_l-f_u=(A-D)/[(A+1)(D+1)]$. The common denominators cancel in the ratio

$$\frac{f_u(1-f_l)}{f_l-f_u}=\frac{D}{A-D}=\frac{1}{A/D-1}
=\frac{1}{e^{(E-\mu)/kT_h}-1}\equiv b(E,\mu,T_h). \tag{4}$$

Equation (3) becomes

$$w=B(f_l-f_u)\left[b(E,\mu,T_h)-N\right]. \tag{5}$$

The individual energies have disappeared from the bracket. Every pair of states separated by $E$ drives the photon mode towards the same occupation $b(E,\mu,T_h)$. This is a Bose function in which the splitting $\mu$ plays the part of a photon chemical potential. It requires $\mu<E$, a condition that every negative splitting satisfies. A negative $\mu$ makes $b$ smaller than the ordinary thermal occupation: the diode is hot but emits less than a passive body at the same temperature and with the same absorptivity.

### From one mode to the surface of the diode

Summing (5) over the pairs that interact with a ray, and dividing by the speed of the photons, gives the change of occupation with path length $s$:

$$\frac{dN}{ds}=\alpha(E)\left[b(E,\mu,T_h)-N\right], \tag{6}$$

where $\alpha$ is the net absorption coefficient, proportional to $f_l-f_u$. In a non-degenerate semiconductor $f_l\approx1$ and $f_u\approx0$ at the band edges, so $\alpha$ is nearly independent of $\mu$.

A ray arrives from the surroundings with $N=b(E,0,T_c)$. It enters without reflection, is returned by a lossless back mirror and leaves after a total path $L$. Since $\mu$ is uniform, the difference $N-b(E,\mu,T_h)$ decays as $e^{-\alpha s}$. The outgoing occupation is

$$N_{\rm out}=b(E,\mu,T_h)+\left[b(E,0,T_c)-b(E,\mu,T_h)\right]e^{-\alpha L}. \tag{7}$$

Subtracting the incoming occupation gives

$$N_{\rm out}-b(E,0,T_c)=a(E)\left[b(E,\mu,T_h)-b(E,0,T_c)\right],\qquad a=1-e^{-\alpha L}. \tag{8}$$

The absorptivity $a$ multiplies emission and absorption alike. Rays trapped by total internal reflection settle at $N=b(E,\mu,T_h)$, where (6) vanishes, and cause no net loss of pairs, provided that nothing but the interband transitions absorbs them. Light that is emitted and reabsorbed inside the diode therefore does not enter the current.

It remains to count the rays outside. With two polarizations and photon momentum $E/c$, the number of modes per volume in $dE\,d\Omega$ is $2E^2\,dE\,d\Omega/(h^3c^3)$. Photons cross unit area at the rate $c\cos\theta$ per unit density, and the integral of $\cos\theta$ over a hemisphere is

$$\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=2\pi\cdot\frac12=\pi . \tag{9}$$

The flux per unit energy and unit occupation is therefore

$$g(E)=\frac{2\pi E^2}{h^3c^2}. \tag{10}$$

If $a$ depends on direction, it stands from here on for its average with weight $\cos\theta$. The photon flux above the gap $E_g$ is defined as

$$F(T,\mu)=\int_{E_g}^{\infty}a(E)\,g(E)\,b(E,\mu,T)\,dE . \tag{11}$$

The diode emits $F(T_h,\mu)$ and absorbs $F(T_c,0)$, provided that the surroundings fill the hemisphere. The prefactor can be tested by setting $a=1$, $E_g=0$, $\mu=0$ and weighting each photon by $E$. The integral must then equal the Stefan-Boltzmann flux $\sigma T^4$. At 500 K the numerical ratio of the two is 1.00000000.

### Carrier conservation fixes the current

Let $J$ be the forward current density, positive when conventional current enters the diode at the p-contact. Electrons then enter the conduction band at the n-contact at the rate $J/q$ per area and leave the valence band at the p-contact at the same rate. The contacts are assumed to be selective: the n-contact exchanges carriers with the conduction band alone, and the p-contact with the valence band alone.

Each net emitted photon removes one conduction electron. Let $R(\mu)$ be the net nonradiative recombination per area, that is, recombination minus thermal generation. In the steady state the number of conduction electrons is constant, so

$$J=q\left[F(T_h,\mu)-F(T_c,0)+R(\mu)\right]. \tag{12}$$

The radiative limit is $R=0$, and in that limit the current is a photon detailed-balance difference. For $R\ne0$ this holds at $\mu=0$, where the carriers are in equilibrium with the lattice and $R(0)=0$, but not at a general voltage.

The voltage is the electric potential of the p-contact minus that of the n-contact. An electron has charge $-q$, so a higher electrochemical potential means a lower voltage, and

$$V=\frac{\zeta_n-\zeta_p}{q}=\frac{\mu}{q}. \tag{13}$$

The diode absorbs electrical power $JV$ and therefore delivers

$$P=-JV=-\frac{\mu}{q}J . \tag{14}$$

With $J>0$, delivery requires $\mu<0$. In the external circuit an electron goes from the p-contact, at $\zeta_p$, to the n-contact, at the lower level $\zeta_n=\zeta_p-|\mu|$. It gives up $|\mu|$ to the load on the way. Inside the diode, in the radiative limit, heat raises the electron from $\zeta_n$ to the conduction band, photon emission takes it down to the valence band, and heat raises it again to $\zeta_p$ at the p-contact.

Equation (12) rests on an occupation argument and a conservation argument. Both can be tested on a model in which neither is put in by hand. Take one upper and one lower level at $\pm0.15$ eV, each full or empty, which gives four states. The upper level exchanges electrons with a reservoir at 500 K and $\zeta_n=-20$ meV, the lower level with one at 500 K and $\zeta_p=+20$ meV. The contact rate is $10^4$ times the spontaneous emission rate, and the photon bath is at 300 K. Solving the rate equations for the steady state gives an electron current of $3.51211\times10^{-4}$ in units of the spontaneous rate, positive at $\mu=-40$ meV. The prediction $(f_l-f_u)[b(E,\mu,T_h)-b(E,0,T_c)]$ gives $3.51229\times10^{-4}$.

The relative difference, $5\times10^{-5}$, comes from the finite contact rate. The emitting state, upper level full and lower level empty, is emptied by the contacts at a rate close to $2\times10^4$. Photon emission adds a rate of 1, which lowers the population of that state by about one part in $2\times10^4$.

### The range of negative voltage that gives power

In the radiative limit the sign of $J$ follows from the monotonic form of (4). Raising $\mu$ lowers the exponent and raises $b$ at every energy, so $F(T_h,\mu)$ increases with $\mu$. At $\mu=0$ the hotter body has the larger occupation at every energy, and $J>0$. For $\mu\to-\infty$ the emission vanishes and $J\to-qF(T_c,0)<0$. Hence there is one open-circuit splitting $\mu_{oc}$, it is negative, and

$$P>0\quad\Longleftrightarrow\quad \mu_{oc}<\mu<0 . \tag{15}$$

For $\mu>0$ the current and voltage are both positive, and the diode consumes power as a light emitter. For $\mu<\mu_{oc}$ both are negative, and it again consumes power: the circuit now extracts carriers so strongly that the diode emits fewer photons than it absorbs.

If emission is confined to one energy $E$, open circuit requires equal occupations. The arguments of the two Bose functions must agree:

$$\frac{E-\mu_{oc}}{kT_h}=\frac{E}{kT_c}
\quad\Longrightarrow\quad
\mu_{oc}=-E\left(\frac{T_h}{T_c}-1\right). \tag{16}$$

For a band that extends upward from $E_g$, insert $\mu_1=-E_g(T_h/T_c-1)$ and compare the arguments at an energy $E>E_g$:

$$\frac{E-\mu_1}{kT_h}-\frac{E}{kT_c}
=\frac{1}{kT_h}\left[E+E_g\left(\frac{T_h}{T_c}-1\right)-E\frac{T_h}{T_c}\right]
=-\frac{(E-E_g)}{kT_h}\left(\frac{T_h}{T_c}-1\right)<0 . \tag{17}$$

The diode has the smaller argument and thus the larger occupation, so it still emits more than it absorbs. Its splitting must be lowered further to reach open circuit:

$$|\mu_{oc}|>E_g\left(\frac{T_h}{T_c}-1\right). \tag{18}$$

For $E_g=0.30$ eV, $T_h=500$ K and $T_c=300$ K, the single-energy voltage is $-0.30(500/300-1)=-0.200$ V. The full band with $a=1$ gives $-226.9$ mV, in accordance with (18).

If the temperatures are interchanged, so that the diode is at 300 K and the surroundings are at 500 K, the net flux at $\mu=0$ changes sign. The open-circuit voltage becomes $+136.1$ mV. The photovoltaic cell and the hot diode thus obey one current equation and occupy ranges of opposite voltage.

## II. Efficiency, maximum power and nonradiative generation

### Quantities carried over

The diode is at $T_h$ and its surroundings at $T_c<T_h$. Its quasi-Fermi splitting is $\mu=qV$, its gap $E_g$ and its absorptivity $a(E)$. The photon occupation $b(E,\mu,T)$ is given by (4), the hemispherical mode flux $g(E)$ by (10) and the photon flux $F(T,\mu)$ by (11). The forward current is (12), with net nonradiative recombination $R(\mu)$. The power delivered is $P=-\mu J/q$, positive in the radiative limit for $\mu_{oc}<\mu<0$. The abbreviations $b_h=b(E,\mu,T_h)$, $b_c=b(E,0,T_c)$, $F_h=F(T_h,0)$ and $F_c=F(T_c,0)$ are used below.

### Heat balance and the Carnot bound

Let $R=0$ and let no radiation be exchanged below the gap. The net photon flux per unit energy is $\phi=a\,g\,(b_h-b_c)$. The net radiated power and the electrical power are

$$Q_c=\int_{E_g}^{\infty}E\,\phi\,dE,\qquad P=-\mu\int_{E_g}^{\infty}\phi\,dE . \tag{19}$$

In the steady state the heat source supplies both:

$$Q_h=Q_c+P=\int_{E_g}^{\infty}(E-\mu)\,\phi\,dE . \tag{20}$$

For $\mu<0$, each net emitted photon therefore draws the heat $E+|\mu|$, of which $|\mu|$ becomes work.

The Bose function decreases as its argument increases. The difference $b_h-b_c$ thus has the opposite sign to the difference of the arguments, and at every energy

$$(b_h-b_c)\left[\frac{E-\mu}{T_h}-\frac{E}{T_c}\right]\le0 . \tag{21}$$

Multiplying by $a\,g\ge0$ and integrating gives

$$\frac{Q_h}{T_h}\le\frac{Q_c}{T_c}. \tag{22}$$

Inserting $Q_h=Q_c+P$ yields $Q_c(1/T_c-1/T_h)\ge P/T_h$. Where $P>0$, this shows that $Q_c>0$ and hence $Q_h>0$. Division of (22) by $Q_h$ is then allowed, and

$$\eta=\frac{P}{Q_h}=1-\frac{Q_c}{Q_h}\le1-\frac{T_c}{T_h}. \tag{23}$$

For a narrow band at energy $E$ the efficiency is $|\mu|/(E+|\mu|)$. At the open-circuit value (16) this becomes

$$\frac{E(T_h/T_c-1)}{E\,T_h/T_c}=1-\frac{T_c}{T_h}. \tag{24}$$

The bound is approached as the current goes to zero. For 500 K and 300 K it is 40%. A band 0.01 meV wide at 0.30 eV, held at 0.995 of its open-circuit voltage, has $|\mu|=0.199$ eV and an efficiency of $0.199/0.499=39.9\%$.

A broad band behaves differently. At its open circuit the integral of $\phi$ vanishes, but $\phi$ itself does not: by (17) and (18) the occupations cannot be equal at all energies. The inequality (22) is then strict, so $Q_c>0$ while $P=0$, and the efficiency falls to zero. The best efficiency lies at a smaller negative voltage. For the full band above 0.30 eV it is 34.3%, at $-203.5$ mV.

This is the case for selective emission. At fixed $\mu$, photons far above the gap carry away more heat for the same work $|\mu|$. If $|\mu|<E_g(T_h/T_c-1)$, net emission is positive at every energy above the gap, and removing these photons raises the efficiency. It also removes their current, and the power of a very narrow band is proportional to its width.

Carrier conservation fixes the diode's current, and in the radiative limit the diode delivers power only between its negative open-circuit voltage and zero, with an efficiency bounded by Carnot's when no radiation is exchanged below the gap. It remains to find the maximum power and how far nonradiative generation and other losses reduce it.

Numbers in the example were calculated in double precision.
